# Source polarisation in rotating-polariser and rotating-analyser ellipsometers

**Q:** I have an ellipsometer with a rotating polariser before the sample and a fixed analyser after it. On a tungsten film it disagrees with a rotating-analyser instrument that uses the same kind of lamp, and its signal contains a fourth harmonic. My lamp light is slightly linearly polarised. Why should that matter, when the light meets a polariser before it reaches the sample?

**A:** The polariser erases the state of the source light, but the fraction it transmits depends on that state. Let \(E_p\) and \(E_s\) be the source fields parallel and perpendicular to the plane of incidence, and measure all azimuths from that plane. An ideal polariser at azimuth \(P\) passes the component \(E_p\cos P+E_s\sin P\), whose mean intensity is

\[
I_P=\langle|E_p|^2\rangle\cos^2P+\langle|E_s|^2\rangle\sin^2P+2\,\mathrm{Re}\langle E_pE_s^*\rangle\cos P\sin P .
\]

Define \(S_0=\langle|E_p|^2\rangle+\langle|E_s|^2\rangle\), \(uS_0=\langle|E_p|^2\rangle-\langle|E_s|^2\rangle\) and \(vS_0=2\,\mathrm{Re}\langle E_pE_s^*\rangle\). With \(\cos^2P=(1+\cos2P)/2\), \(\sin^2P=(1-\cos2P)/2\) and \(\cos P\sin P=\tfrac12\sin2P\),

\[
I_P=\tfrac12S_0\,[1+u\cos2P+v\sin2P]=\tfrac12S_0\,[1+\mathrm{Re}(w\,e^{-2iP})],\qquad w=u+iv .
\]

For a degree of linear polarisation \(p\) at azimuth \(\theta\), \(w=p\,e^{2i\theta}\). Any circular part of the source polarisation has dropped out. The light that leaves is linear at \(P\) whatever the source, but as \(P\) turns its intensity rises and falls twice per revolution.

**Q:** And the sample signal also varies twice per revolution?

**A:** Yes. Take an isotropic, non-depolarising sample with \(\rho=r_p/r_s=\tan\psi\,e^{i\Delta}\). Light of unit amplitude at \(P\) leaves the sample as \((r_p\cos P,\;r_s\sin P)\). An analyser at \(A\) projects this; apart from the constant \(r_s\), the amplitude is

\[
\rho\cos A\cos P+\sin A\sin P .
\]

Write \(t=\tan\psi\) and \(a=\tan A\). The squared modulus, divided by the constant \(\cos^2A\), is

\[
t^2\cos^2P+a^2\sin^2P+2ta\cos\Delta\cos P\sin P
=\tfrac12(t^2+a^2)\,[1+\alpha\cos2P+\beta\sin2P],
\]

\[
\alpha=\frac{t^2-a^2}{t^2+a^2},\qquad \beta=\frac{2ta\cos\Delta}{t^2+a^2}.
\]

With \(z=\alpha+i\beta\) the bracket is \(1+\mathrm{Re}(z\,e^{-2iP})\). This is the wanted signal. To invert it, the first relation gives \(t^2(1-\alpha)=a^2(1+\alpha)\). Also \(1-\alpha^2=4t^2a^2/(t^2+a^2)^2\). Hence

\[
\tan\psi=|a|\sqrt{\frac{1+\alpha}{1-\alpha}},\qquad
\cos\Delta=\mathrm{sign}(a)\,\frac{\beta}{\sqrt{1-\alpha^2}} .
\]

The instrument yields \(\cos\Delta\), which does not fix the sign of \(\Delta\); I take \(\Delta\) between 0 and 180°, which suits a bare metal with time factor \(e^{+i\omega t}\) and index \(N=n-ik\).

**Q:** Where does the fourth harmonic come from?

**A:** From the product of the two modulations. For complex \(X\) and \(Y\), \(\mathrm{Re}X\,\mathrm{Re}Y=\tfrac12\mathrm{Re}(XY)+\tfrac12\mathrm{Re}(X^*Y)\). With \(X=we^{-2iP}\) and \(Y=ze^{-2iP}\), a linear detector with no polarisation preference gives

\[
D\propto K+\mathrm{Re}[(z+w)e^{-2iP}]+\tfrac12\mathrm{Re}[wz\,e^{-4iP}],
\qquad K=1+\tfrac12\mathrm{Re}(w^*z).
\]

Dividing by the mean gives the complex harmonic coefficients

\[
c_2=\frac{z+w}{K},\qquad c_4=\frac{wz}{2K}.
\]

The sum frequency produces the fourth harmonic, and the difference frequency shifts the mean. The main damage is the \(w\) added to \(z\): it has the frequency of the sample signal, so filtering out the fourth harmonic does not remove it. Nor does averaging over revolutions, because the same error repeats on each turn.

**Q:** Then why does a fixed polariser and rotating analyser escape?

**A:** The source factor is still there, but \(P\) no longer changes. The sample amplitude is unchanged if \(A\) and \(P\) are exchanged, so the signal is

\[
D(A)\propto[1+\mathrm{Re}(w\,e^{-2iP})]\,[1+\mathrm{Re}(z\,e^{-2iA})],
\]

where \(z\) now contains \(a=\tan P\). The first bracket is a constant throughput and cancels on division by the mean. This needs a source that is steady during the measurement and some transmitted light: a source fully polarised across the polariser gives no signal.

The missing fourth harmonic has a more general reason. The formula for \(I_P\) applies equally to the light arriving at the analyser. Any fixed state, whatever its polarisation, gives a rotating ideal analyser a mean and a second harmonic, and nothing else.

**Q:** How large is the bias on my tungsten?

**A:** Take an opaque film at 633 nm and 70° incidence, with \(N=3.6-2.9i\) as a rough typical value. Let the source have \(p=0.05\) at \(\theta=60°\), so \(u=-0.0250\) and \(v=0.0433\), and put the fixed element at 30° in both instruments. The true values are \(\psi=24.60°\), \(\Delta=133.55°\), \(\alpha=-0.2278\) and \(\beta=-0.6709\). Then

\[
K=1+\tfrac12[(-0.0250)(-0.2278)+(0.0433)(-0.6709)]=0.9883,
\]

\[
\alpha'=\frac{-0.2278-0.0250}{0.9883}=-0.2558,\qquad
\beta'=\frac{-0.6709+0.0433}{0.9883}=-0.6350 .
\]

The inversion gives \(\tan\psi'=\tan30°\sqrt{0.7442/1.2558}\), or \(\psi'=23.96°\), and \(\cos\Delta'=-0.6350/\sqrt{1-0.2558^2}\), or \(\Delta'=131.06°\). Relative to the true values, the errors are −0.64° and −2.49°. The fourth harmonic has amplitude \(0.05\times0.7085/(2\times0.9883)=0.0179\) of the mean.

The rotating analyser returns the true angles. Its throughput is \(1+0.05\cos60°=1.025\) times that for an unpolarised source, and 0.975 times if the source azimuth is turned by 90°.

**Q:** What does that do to the optical constants?

**A:** For a bare surface, let \(c_0\) and \(c_1\) be the cosines of the angles in air and metal, and \(s=\sin\phi\), with \(\phi\) the angle of incidence. The Fresnel coefficients are

\[
r_p=\frac{Nc_0-c_1}{Nc_0+c_1},\qquad r_s=\frac{c_0-Nc_1}{c_0+Nc_1}.
\]

Forming \(\rho\) and multiplying out gives

\[
\frac{1-\rho}{1+\rho}=\frac{-(N^2-1)c_0c_1}{N(c_0^2-c_1^2)}=\frac{Nc_0c_1}{s^2},
\]

since Snell's law gives \(c_0^2-c_1^2=-s^2(N^2-1)/N^2\). Squaring, with \(N^2c_1^2=N^2-s^2\), yields

\[
N^2=\sin^2\phi\left[1+\tan^2\phi\left(\frac{1-\rho}{1+\rho}\right)^2\right].
\]

The biased angles give \(n=3.45\) and \(k=2.76\), which are 4 % and 5 % below the values put in.

**Q:** How unpolarised must the source be?

**A:** Expand for small \(p\). From \(c_2=(z+w)/K\), the first-order error is

\[
\delta z=\delta\alpha+i\,\delta\beta=w-\tfrac12z\,\mathrm{Re}(w^*z).
\]

Since \(\ln t=\ln|a|+\tfrac12\ln(1+\alpha)-\tfrac12\ln(1-\alpha)\), we have \(\delta t/t=\delta\alpha/(1-\alpha^2)\). But \(\delta t/t=2\,\delta\psi/\sin2\psi\). Differentiating \(\cos\Delta\) as well, for \(a>0\),

\[
\delta\psi=\frac{\sin2\psi}{2}\frac{\delta\alpha}{1-\alpha^2},\qquad
\delta\Delta=-\frac1{\sin\Delta}\left[\frac{\delta\beta}{\sqrt{1-\alpha^2}}+\frac{\alpha\beta\,\delta\alpha}{(1-\alpha^2)^{3/2}}\right].
\]

These give −0.63° and −2.52° in the example, close to the full errors. At the worst source azimuth, each 0.01 of \(p\) costs 0.62° in \(\Delta\). Keeping that error to 0.01° without correction therefore needs \(p\) of about \(1.6\times10^{-4}\), for this sample and analyser setting. The \(1/\sin\Delta\) shows that the linear estimate fails near \(\Delta=0\) or 180°.

**Q:** Could I use the fourth harmonic to correct the data instead?

**A:** Yes, if the source is its only cause. The measured coefficients give the sum \(z+w=Kc_2\) and the product \(zw=2Kc_4\), so \(z\) and \(w\) are the roots of

\[
x^2-Kc_2\,x+2Kc_4=0 .
\]

Start with \(K=1\), solve, recompute \(K\) from the roots, and repeat. In the noise-free example this recovers the true angles and the source terms. The equations are symmetric in \(z\) and \(w\), so you must know which root is the sample; it is the larger one as long as \(|w|<|z|\).

There are two traps. First, if \(z=0\), which means \(\tan\psi=|\tan A|\) and \(\cos\Delta=0\), then \(c_4=0\) but \(c_2=w\): the bias survives without its warning. Noise is a separate matter: differentiating the quadratic at fixed \(K\) shows that a small error \(\delta c_4\) moves each root by \(2K|\delta c_4|/|z-w|\). Recomputing \(K\) multiplies this figure by 0.75 to 1.00 in the example, depending on the phase of \(\delta c_4\), and by several times when \(|z|\) and \(|w|\) both approach 1. The trend remains: the correction becomes unreliable when \(z\) comes close to \(w\) and the roots merge.

Secondly, a nonlinear detector makes a fourth harmonic too. If its output is \(x+\kappa x^2\), with \(x=1+\mathrm{Re}(ze^{-2iA})\), the square contains \(\tfrac12\kappa\,\mathrm{Re}(z^2e^{-4iA})\). For \(\kappa=0.01\) this is 0.0025 of the mean, even in the rotating-analyser instrument with an unpolarised source. The square also rescales the normalised second harmonic, by \((1+2\kappa)/[1+\kappa(1+\tfrac12|z|^2)]\), which in the example shifts \(\psi\) by −0.04° and \(\Delta\) by +0.43°.

**Q:** So should I trust the rotating analyser unconditionally?

**A:** No. Its weak point is at the other end. The light leaving its analyser turns with \(A\), so a polarisation-sensitive detector responds as \(1+\mathrm{Re}(d\,e^{-2iA})\). That multiplies the sample signal just as the source did before, with \(d\) in place of \(w\). For \(|d|=0.01\) at 60°, the errors are −0.13° in \(\psi\) and −0.50° in \(\Delta\). Your rotating-polariser instrument is immune to this fault, because its fixed analyser presents one linear state to the detector.

A leaky polariser also weakens the immunity to the source. Suppose it passes the field \(E_1\) along its axis and \(\sqrt e\,E_2\) across it, in phase. Let \(C=p\cos2(\theta-P)\) and \(S=p\sin2(\theta-P)\). Then \(\langle|E_1|^2\rangle=\tfrac12S_0(1+C)\), \(\langle|E_2|^2\rangle=\tfrac12S_0(1-C)\) and \(2\,\mathrm{Re}\langle E_1E_2^*\rangle=S_0S\). The transmitted polarisation is turned from the axis by \(\eta\), where

\[
\tan2\eta=\frac{2\sqrt e\,S}{(1+C)-e(1-C)},\qquad \eta\approx\frac{\sqrt e\,S}{1+C}.
\]

With a fixed phase between the two fields, the effect is of order \(\sqrt e\), not \(e\). If that phase varies over many cycles across the detected bandwidth, as it can in a thick birefringent polariser, the \(\sqrt e\) term averages out and an effect of order \(e\) remains. For in-phase leakage with \(e=10^{-5}\) the turn is 0.0077° and \(\psi\) shifts by −0.0067°, relative to the same leaky polariser with an unpolarised source. For leakage 90° out of phase the \(\sqrt e\) effect is an ellipticity instead, and \(\Delta\) shifts by about 0.018°. No fourth harmonic reveals it, since the state at the analyser is still fixed.

**Q:** How does all this compare with a real tungsten film?

**A:** Tungsten that has been in air carries a thin oxide, which the example leaves out. An oxide of 2 nm with index 2.1, both rough values, moves \(\Delta\) by −4.4° and \(\psi\) by +0.35°. Both instruments see that shift, because it belongs to the sample. Scaling linearly, your −2.5° bias in \(\Delta\) alone would look like about 1.1 nm of extra oxide, although the error in \(\psi\) has the opposite sign. An incidence angle 0.1° too large shifts \(\Delta\) by −0.34°. With the index used here, replacing the opaque metal by a 100 nm film on glass changes neither angle by more than 0.1°. This is sensitive to \(k\): for \(k=2.6\) and \(n\) of 3.3 or 3.9 the shift in \(\Delta\) is about 0.15° or 0.25°. The 5 % source polarisation is a chosen value; light from a grating monochromator can be polarised much more strongly. The model also leaves out beam wander caused by the rotating element, which can add modulation of its own.

## Computed results

```
Wavelength 633 nm, incidence 70 deg
Tungsten index (rough): n 3.6, k 2.9
Source polarisation p 0.05 at 60 deg
Source terms: u -0.0250, v 0.0433
Fixed element azimuth 30 deg
True: psi 24.601 deg, Delta 133.551 deg
True alpha -0.22784, beta -0.67088, |z| 0.70851
RPE mean factor K 0.98832
RPE apparent alpha -0.25582, beta -0.63499
RPE 4th harmonic: cos 0.01758, sin 0.00349
RPE 4th harmonic amplitude / mean 0.01792
RPE apparent: psi 23.962 deg, Delta 131.060 deg
RPE error: psi -0.638 deg, Delta -2.491 deg
RPE error, first-order formula: psi -0.633 deg, Delta -2.518 deg
RPE apparent n 3.454, k 2.756
Recovered source: u -0.0250, v 0.0433
RPE corrected: psi 24.601 deg, Delta 133.551 deg
Worst-azimuth error size per 0.01 of p: psi 0.223 deg, Delta 0.623 deg
p allowed for 0.01 deg in Delta, worst azimuth 1.61e-04
RAE result, same source: psi 24.601 deg, Delta 133.551 deg
RAE throughput factor: source 60 deg 1.0250
RAE throughput factor: source turned 90 deg 0.9750
RAE 4th harmonic below 1e-12: True
Neglected effects (shifts):
Oxide 2 nm, index 2.1 (rough): psi 0.346 deg, Delta -4.391 deg
Film 100 nm on glass, index 1.46:
  finite thickness: psi -0.07006 deg, Delta 0.03313 deg
Incidence angle +0.1 deg: psi -0.078 deg, Delta -0.336 deg
Polariser intensity leakage 1e-05:
  azimuth turn 0.00765 deg, formula 0.00765 deg
  RAE shift due to source polarisation: psi -0.00667 deg, Delta 0.00007 deg
RAE shift, detector sensitivity 0.01: psi -0.127 deg, Delta -0.502 deg
RAE 4th harmonic, that detector 0.00355
RAE 4th harmonic, nonlinearity 0.01: 0.00248
```
